# Diagonal links in the percolation model of gate-dielectric breakdown

A gate dielectric is divided into cubic cells of edge $a$. It has $n\ge 2$ layers between the electrodes and $N=L\times L$ cells in each layer. Every cell is defective with probability $p$, independently of the others. The device has broken down when a chain of linked defective cells joins the bottom layer to the top layer. The chain may run sideways or backwards on its way.

Two link rules are compared. Under the *face* rule a cell is linked to the 6 cells that share a face with it. Under the *full* rule it is linked to all 26 cells that share a face, an edge or a corner. The lateral boundaries are periodic with $L\ge3$, unless stated otherwise. The breakdown probabilities are $P_{\rm face}$ and $P_{\rm full}$.

## (a) Leading term at low density

**Find the lowest power of $p$ in each breakdown probability, and its coefficient.**

**Solution.** Let $V=nN$ be the number of cells. Summing over all defect sets $S$ that produce breakdown gives

$$P=\sum_{S\ \text{crossing}}p^{|S|}(1-p)^{V-|S|}.$$

At fixed $N$ this is a polynomial in $p$. Its lowest power is the size of the smallest crossing set, and the coefficient is the number of such sets.

Under either rule a link changes the layer index by at most one. A chain from layer 1 to layer $n$ therefore visits every layer, so a crossing set has at least $n$ cells. Diagonal links cannot reduce this number, because a corner link also climbs only one layer.

A crossing set of exactly $n$ cells has one cell per layer, and the cells in successive layers must be linked. Call such a set a direct path. It can start at any of $N$ bottom cells. Under the face rule the next cell must lie straight above. Under the full rule it may be any cell of the $3\times3$ block above: one by a face link, four by edge links and four by corner links. There are $n-1$ upward steps, hence

$$P_{\rm face}=Np^n+O(p^{n+1}),$$

$$P_{\rm full}=N\,9^{\,n-1}p^n+O(p^{n+1}).$$

Both leading exponents are $n$. The condition $L\ge3$ keeps the nine cells of the block distinct. If the defect probability $p_i$ differs from layer to layer, the same count applies and $p^n$ is replaced by $\prod_i p_i$.

## (b) What an added layer does

**One layer is added at fixed $N$ and $p$. By what factor does each leading probability change? What happens if the lateral edges are open?**

**Solution.** Replacing $n$ by $n+1$ in the leading terms gives

$$\frac{P_{\rm face}(n+1)}{P_{\rm face}(n)}\to p,\qquad \frac{P_{\rm full}(n+1)}{P_{\rm full}(n)}\to 9p.$$

A thicker layer is still safer under the full rule, for any $0<p<1$, because a chain that reaches layer $n+1$ has already crossed the first $n$ layers. What grows ninefold per added layer is the number of direct paths, and with it the enhancement over the face rule:

$$\frac{P_{\rm full}}{P_{\rm face}}\to 9^{\,n-1}.$$

This is the sense in which diagonal paths multiply the breakdown probability by nine per layer. The factor $p$, the cost of one more defect, is common to both rules.

With open edges, a path near the boundary has fewer continuations. The sideways shifts in the two lateral directions are independent, each being $-1$, 0 or $+1$. Let $T$ be the $L\times L$ matrix with ones on the diagonal and next to it, and let $\mathbf 1$ be the vector of ones. The number of direct paths is then

$$M_{\rm open}=\left(\mathbf 1^{\mathsf T}T^{\,n-1}\mathbf 1\right)^2.$$

For $L=n=3$, $T\mathbf 1=(2,3,2)^{\mathsf T}$. Since $T$ is symmetric, $\mathbf 1^{\mathsf T}T^2\mathbf 1=4+9+4=17$ and $M_{\rm open}=289$, against $9\times81=729$ with periodic edges. Direct enumeration also gives 289.

At fixed $n$ and large $L$, the share of paths that feel an edge falls as $1/L$, and the factor per layer returns to nine. At fixed $L$ and large $n$ it does not. With $\theta=\pi/(L+1)$, the vector $v_j=\sin j\theta$ vanishes at $j=0$ and $j=L+1$, and

$$v_{j-1}+v_j+v_{j+1}=(1+2\cos\theta)v_j .$$

Its entries are positive for $1\le j\le L$, so it belongs to the largest eigenvalue of $T$. The number of paths then grows per layer by $(1+2\cos\theta)^2<9$. The full count $N9^{n-1}$ thus needs a device much wider than the sideways wandering of a path.

## (c) How small must $p$ be in a large device?

**The remainder $O(p^{n+1})$ in (a) was taken at fixed $N$, but a device may have a million cells per layer. Find bounds on $P_{\rm full}$ that remain useful for large $N$.**

**Solution.** Let $\mu=N9^{n-1}p^n$, the mean number of fully defective direct paths.

*Upper bound.* Take a crossing chain without repeated cells. End it at its first top cell, and start it at its last bottom cell before that. Its first step now goes up. The first arrivals in layers $2,\dots,n$ are $n-1$ steps with nine choices each. Any other step has at most 26 choices. Such extra steps can occur only between the first arrival in layer $j$ and that in layer $j+1$, for $j=2,\dots,n-1$, which makes $n-2$ intervals.

Each extra step costs one more defective cell, hence a factor of at most $26p$. One interval with any number of extra steps contributes at most $1+26p+(26p)^2+\dots=(1-26p)^{-1}$. The probability that some chain is defective does not exceed the sum of the chain probabilities, so for $26p<1$

$$P_{\rm full}\le\mu\,(1-26p)^{-(n-2)} .$$

*Lower bound.* Count direct paths alone. The probability that at least one is defective is no less than the sum of their probabilities minus the sum over pairs of the probability that both are defective.

Fix one path $\gamma$. A second path that differs from it in $m$ layers, with $1\le m\le n-1$, needs $m$ further defects. The layers can be chosen in $\binom nm$ ways. Working outwards from the shared cells, each new cell has at most nine positions. Overlapping partners therefore contribute at most

$$p^n\sum_{m=1}^{n-1}\binom nm(9p)^m\le p^n\left[(1+9p)^n-1\right].$$

Disjoint partners contribute at most $p^n\mu$. Summing over the $\mu/p^n$ choices of $\gamma$ counts each pair twice, which gives a factor $\tfrac12$:

$$P_{\rm full}\ge\mu\left\{1-\tfrac12\left[(1+9p)^n-1+\mu\right]\right\}.$$

The bounds therefore guarantee the leading law for $P_{\rm full}$ when $9np\ll1$, $26(n-2)p\ll1$ and $\mu\ll1$. The numerical factors matter: the first correction, found in (d), is about $-8p$, which is already $-16\%$ at $n=3$, $p=0.02$, where $np=0.06$. Small $p$ is not sufficient: at fixed $p$, a large enough area makes $\mu$ exceed one, while a probability cannot.

Random sampling of 40 000 open-edged lattices with $L=20$, $n=3$, $p=0.01$ gave a breakdown fraction of $0.0258\pm0.0008$ (one standard error). The bounds for that case are 0.0242 and 0.0438. The lower one uses $M_{\rm open}p^n$ for the mean, and the upper one keeps the larger periodic $\mu$.

## (d) The next power of $p$

**For $L\ge5$, find the coefficient of $p^{n+1}$ under both rules.**

**Solution.** Breakdown means that at least one minimal crossing set is defective, where minimal means that no smaller part of it crosses. Inclusion and exclusion over these sets gives two kinds of term with $n+1$ cells. Minimal sets of $n+1$ cells enter with a plus sign. Pairs of direct paths whose union has $n+1$ cells enter with a minus sign. Such a union has two cells in one layer and one in each other layer, so it contains no third direct path.

*Sidesteps, full rule.* Let the doubled layer contain $a$ and $b$. If it is the top or bottom layer, one of the two cells is superfluous. In an interior layer, the cell $x$ below must be linked to $a$ but not $b$, the cell $y$ above to $b$ but not $a$, and $a$ to $b$. If $b$ is one of the four face neighbours of $a$, their $3\times3$ blocks share six cells, leaving $9-6=3$ positions for $x$ and 3 for $y$. If $b$ is one of the four diagonal neighbours, the blocks share four cells, leaving 5 and 5. This gives

$$4\cdot3^2+4\cdot5^2=136$$

arrangements per cell $a$. The other $n-3$ layers give nine choices each, and there are $n-2$ interior layers. The total is $136(n-2)9^{n-3}N$.

*Overlapping pairs, full rule.* If the paths differ in an end layer, two of nine cells are chosen, in $\binom92=36$ ways. The two ends together give $72\cdot9^{n-2}N$.

If they differ in an interior layer, let $y$ be displaced sideways from $x$ by $(d_1,d_2)$. The number of cells linked to both is $m=(3-|d_1|)(3-|d_2|)$, with $|d_i|\le2$. Over all displacements,

$$\sum m=(1+2+3+2+1)^2=81,$$

$$\sum m^2=(1+4+9+4+1)^2=361,$$

so the number of pairs is $\sum m(m-1)/2=(361-81)/2=140$ per cell $x$, or $140(n-2)9^{n-3}N$ in all.

The coefficient of $p^{n+1}$ is thus

$$N\left[(136-140)(n-2)9^{n-3}-72\cdot9^{n-2}\right].$$

Dividing by $N9^{n-1}$ turns the first term into $-4(n-2)/81$ and the second into $-8$:

$$P_{\rm full}=N9^{n-1}p^n\left[1-\left(8+\frac{4(n-2)}{81}\right)p+O(p^2)\right].$$

*Face rule.* Here $x$ lies under $a$, $y$ lies over $b$, and $b$ has four positions. Two different columns have $2n\ge n+2$ cells together, so they do not enter at this order:

$$P_{\rm face}=Np^n\left[1+4(n-2)p+O(p^2)\right].$$

For $n=2$ the face-rule correction vanishes. For $n\ge3$ the signs differ, for a reason visible in the count. Under the face rule, sidesteps open new routes. Under the full rule, sidesteps are nearly cancelled by overlaps in the interior layers, and the overlaps at the two ends remain.

Exhaustive enumeration of defect sets with $5\times5$ cells per layer confirmed both coefficients under both rules for $n=2,3,4$. For $n=3$ and full links it gave $2025=25\cdot81$ and $-16300=-2025\,(8+4/81)$.

## (e) Slope and lifetime

**Let defects accumulate as $p=(t/\tau)^\alpha$. How do diagonal links change the Weibull slope and the lifetime at fixed failure fraction $F\ll1$? Can failure data reveal the link rule?**

**Solution.** Write the leading law as $P=NCp^n$, with $C=1$ for face links and $C=9^{n-1}$ for full links. At small $P$, $-\ln(1-P)\simeq P$, so the Weibull ordinate is

$$\ln[-\ln(1-P)]\simeq\ln(NC)+n\alpha\ln(t/\tau).$$

The slope is $n\alpha$ under both rules, and the links shift the intercept by $(n-1)\ln9$. Setting $P=F$ and solving for time gives $t_F=\tau\,(F/NC)^{1/(n\alpha)}$. At fixed $F$, $N$, $n$, $\tau$ and $\alpha$,

$$\frac{t_{\rm full}}{t_{\rm face}}=9^{-(n-1)/(n\alpha)}.$$

This ratio follows from the two leading laws. Part (c) bounds the full-rule law for small $np$; the face-rule law needs its first correction from (d), $4(n-2)p$, to be small. It should not be carried over to a thick film at fixed $F$ and $N$, because the permitted $p$ rises with $n$ and does not stay small. For $F/N=10^{-10}$ and $n=10$, the leading law already gives $p_{\rm face}=0.1$, so that $np=1$ and the derivation no longer applies.

The slope cannot identify the link rule. Even a series of thicknesses cannot do so at leading order, because

$$N9^{n-1}p^n=\frac N9\,(9p)^n .$$

Full links look like face links with nine times the defect probability and one ninth of the cells per layer, that is, with cells of the same height and nine times the area. The mean number of defects per layer is $Np=(N/9)(9p)$ in both descriptions, so a measured defect density does not separate them. At this order, a series of thicknesses does so only if the cell area, and hence $N$, is also known. Assuming cubic cells supplies it, because the layer height then fixes the area.

## (f) A worked device

**Take $a=1$ nm, a thickness of 4 nm, an area of $1\ \mu\mathrm m^2$, $F=10^{-4}$ and $\alpha=0.5$. Find the permitted defect probability under each rule. If the face rule predicts 10 years, what does the full rule predict?**

**Solution.** These are round parameters chosen for illustration. They give $n=4$ and $N=10^6$. The leading laws yield

$$p_{\rm face}=\left(\frac{10^{-4}}{10^6}\right)^{1/4}=3.16\times10^{-3},$$

$$p_{\rm full}=\left(\frac{10^{-4}}{729\times10^6}\right)^{1/4}=6.09\times10^{-4}.$$

As defect densities these are $3.2\times10^{18}$ and $6.1\times10^{17}\ \mathrm{cm^{-3}}$. The permitted density falls by the factor $9^{-3/4}=0.19$. The Weibull slope in time is $4\times0.5=2$ in both cases, and the lifetime becomes

$$t_{\rm full}=10\ \text{years}\times9^{-3/2}=\frac{10}{27}\ \text{years}=0.37\ \text{years}.$$

This comparison holds the defect generation law fixed. If $\tau$ were instead fitted separately for each rule to the same lifetime data on this device, the leading laws would coincide, with their difference absorbed in $\tau$.

At $p=p_{\rm full}$ the leading probabilities for other thicknesses are:

| $n$ | face | full | ratio |
|---|---|---|---|
| 3 | $2.3\times10^{-4}$ | $1.8\times10^{-2}$ | 81 |
| 4 | $1.4\times10^{-7}$ | $1.0\times10^{-4}$ | 729 |
| 5 | $8.3\times10^{-11}$ | $5.5\times10^{-7}$ | 6561 |

Each added layer multiplies the full-link probability by $9p=5.5\times10^{-3}$, while the ratio grows ninefold.

The bounds of (c) place the periodic-lattice failure fraction at $p_{\rm full}$ between $0.989\times10^{-4}$ and $1.032\times10^{-4}$. The next term of (d) changes it by $-0.5\%$, and open edges by $-0.3\%$. Under the face rule the next term of (d) at $p_{\rm face}$ is $+2.5\%$. With both next terms the lifetime ratio changes from 27 to 26.6. Within this model the leading laws are thus accurate here to a few percent.

## (g) What a real gate stack changes

**Which neglected effects are larger than these corrections, and which can alter the exponent?**

**Solution.** *Defect spread.* Suppose the mean defect probability varies between devices with a gamma distribution of relative standard deviation $s$. Its $n$th moment multiplies the leading law by $\prod_{k=1}^{n-1}(1+ks^2)$. For $s=0.10$ this is 1.06.

*Thin spots.* Let a fraction $f$ of the area lack one layer, in patches much wider than a cell. There the leading law has $n-1$ layers, so

$$\frac{P}{\mu}=1-f+\frac{f}{9p}.$$

For $f=0.01$ this is $0.99+1.83=2.82$. One percent of the area then causes more failures than the rest. The local exponent in $p$ is the weighted mean $(0.99\times4+1.83\times3)/2.82\simeq3.35$, and it tends to 3 as $p\to0$. These numbers keep the same $p$ in the thin patches. At the same voltage their field is higher, 3.33 instead of 2.5 MV/cm at 1 V. With the rough field acceleration used below, $\tau$ there is divided by $e^{3.33}\simeq28$ and $p$ is multiplied by 5.3, so the thin-spot term grows by $5.3^3\simeq148$. Then $P/\mu\simeq270$, the local exponent is 3.0, and the lifetime at fixed $F$ is divided by about 42 instead of 1.9.

*Gaps of one cell.* A direct path may lack one defect. If the missing cell is at an end, there are $2N9^{n-2}$ such sets. If it is interior, the cells on either side can be displaced by up to two cells in each lateral direction, giving 25 positions. The mean number per device is

$$Np^{n-1}\left[2\cdot9^{n-2}+25(n-2)9^{n-3}\right]=0.14$$

for the example, over a thousand times $F$. For a 1 eV barrier and a mass of 0.2 electron masses, with $\kappa=\sqrt{2m\phi}/\hbar$, the tunnelling factor $e^{-2\kappa a}$ across a gap of width $a$ is about 0.01. For 16 of the 25 interior positions the two cells are also separated sideways. Their nearest points are then $\sqrt2\,a$ or $\sqrt3\,a$ apart, and the factor falls to about 0.0015 or 0.0004. These are zero-bias estimates of attenuation, not of a current. If the rest of the chain conducts, most of the applied voltage falls across the gap, which lowers the barrier and raises the factor. If the failure criterion were sensitive enough to count such a chain as breakdown, the leading exponent would fall to $n-1$.

*Comparison with real devices.* The 4 nm film is thicker than the high-k layer of advanced logic transistors, which is roughly 2 nm and usually sits on a thinner oxide-like interface layer. Such a stack breaks the assumption of equal $p$. If one of the four layers had three times the defect probability, the product rule of (a) would triple $P$; at fixed $F$ the lifetime would be multiplied by $3^{-1/2}\simeq0.58$. The mean field at 1 V is 2.5 MV/cm in the example, but a real stack divides the voltage unequally between its layers. Defects that promote further defects nearby would break the assumption of independence, and the present count does not size that effect.

*Temperature and field.* These enter through $\tau$. With a rough activation energy of 0.7 eV, a rise from 398 K to 408 K divides the lifetime by 1.6. With a rough field acceleration of 4 cm/MV in the natural exponent, an extra 0.1 MV/cm divides it by $e^{0.4}\simeq1.5$. If $\alpha$ stays the same, neither changes the slope.

The factor of 27 in lifetime from the link rule exceeds the lifetime shifts found here for the interface layer, the temperature and the field, but it depends on the assumed cell size and generation law, and the ranking depends on the increments chosen: a rise of 77 K or of 0.82 MV/cm gives the same factor. Thin spots with their higher field, at about 42, exceed it. Counting chains with a one-cell gap as breakdown would matter more. For $n=4$ the bracket in the gap formula is 612, and setting $612Np^3=F$ gives $p=5.5\times10^{-5}$, or $0.090\,p_{\rm full}$. Since $t\propto p^{1/\alpha}=p^2$, the lifetime would be shorter by a further factor of about 120.

## Computed values

```
Enumeration, 5 x 5 cells per layer (counts, dimensionless)
n=2, face links: coefficient p^n 25, p^(n+1) 0
n=2, all  links: coefficient p^n 225, p^(n+1) -1800
n=3, face links: coefficient p^n 25, p^(n+1) 100
n=3, all  links: coefficient p^n 2025, p^(n+1) -16300
n=4, face links: coefficient p^n 25, p^(n+1) 200
n=4, all  links: coefficient p^n 18225, p^(n+1) -147600
Open 3 x 3 x 3 lattice: 289 direct paths; periodic: 729
One-cell-gap precursors, 6 x 6 x 3: 1548
Monte Carlo: L=20, n=3, p=0.01, trials=40000
Monte Carlo breakdown fraction: 0.02575 +/- 0.00079
Bounds for that lattice: 0.02422 to 0.04378
Example cell edge: 1.0 nm; thickness: 4.0 nm
Example area: 1.0 um2; N=1000000
Target failure fraction: 1.0e-04; generation exponent: 0.5
Permitted p, face links: 3.1623e-03
Permitted p, all links: 6.0858e-04; ratio 0.1925
Defect density, face links: 3.162e+18 cm^-3
Defect density, all links: 6.086e+17 cm^-3
Bounds on all-link failure fraction: 9.8891e-05 to 1.0324e-04
Weibull slope in time, leading order: 2.00
Lifetime, face links (set): 10.00 years
Lifetime, all links: 0.370 years; ratio 0.03704
Leading failure fractions at the permitted all-link p
n=3: face 2.254e-04, all 1.826e-02, ratio 81
n=4: face 1.372e-07, all 1.000e-04, ratio 729
n=5: face 8.348e-11, all 5.477e-07, ratio 6561
n=6: face 5.081e-14, all 3.000e-09, ratio 59049
Factor per added layer: face 6.0858e-04, all 5.4772e-03
Next density term: -0.493 percent
Local exponent in p with that term: 3.9951
Open-edge factor on failure fraction: 0.99704
Gamma spread of p, 10 percent: factor 1.0611
One layer missing on 1 percent of area: factor 2.816
One interface layer with 3 times p: factor 3.000
Mean number of one-cell-gap precursors per device: 0.1379
Gap barrier: 1.0 eV; mass: 0.2 electron masses
Tunnelling attenuation across one cell: 1.0231e-02
Use temperature: 398 K; activation: 0.7 eV
Lifetime divisor for 10 K rise: 1.649
Gate-layer voltage: 1.0 V; mean field: 2.50 MV/cm
Field acceleration (natural exponent): 4.0 cm/MV
Lifetime divisor for 0.1 MV/cm rise: 1.492
```
